# Why nonpolar solvents redshift absorption lines, and when they do not: verification in Python

```python
# Result under test: the vertical absorption line of a nonpolar solute in a
# nonpolar solvent shifts by -(C6_e - C6_g) * sum_B R_B^-6, where
#   C6_n = alpha*eps * sum_m S_nm / (w_mn + eps)     (one solvent resonance)
#   C6_e = (3/pi) int alpha_e(iu) alpha_B(iu) du + 2 S_eg alpha_B(w0).
# g, e: lower and upper solute level; w_mn = E_m - E_n (signed); w0 = E_e - E_g
# S_nm: squared transition dipole from one sublevel, summed over final ones
# eps, alpha: solvent excitation energy and static polarizability
# Hartree atomic units throughout.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import eval_genlaguerre, gammaln

eps, alpha = 0.5, 60.0
density, cavity = 0.001, 15.0
core_strength, core_decay = 2.0, 1.0
basis_decay, r_max = 0.5, 250.0


def radial_basis(l, size, r):
    """Orthonormal Laguerre functions (r times radial part) and derivatives."""
    x, a = 2 * basis_decay * r, 2 * l + 2
    values, slopes = [], []
    for n in range(size):
        log_norm = 0.5 * ((2 * l + 3) * np.log(2 * basis_decay)
                          + gammaln(n + 1) - gammaln(n + a + 1))
        envelope = np.exp(log_norm - basis_decay * r) * r ** (l + 1)
        poly = eval_genlaguerre(n, a, x)
        dpoly = -eval_genlaguerre(n - 1, a + 1, x) if n > 0 else 0 * x
        values.append(envelope * poly)
        slopes.append(envelope * (((l + 1) / r - basis_decay) * poly
                                  + 2 * basis_decay * dpoly))
    return np.array(values), np.array(slopes)


def solve_solute(size):
    """Levels, dipoles and expectation values for s, p and d waves."""
    t, wt = np.polynomial.legendre.leggauss(600)
    t, wt = 0.5 * (t + 1), 0.5 * wt
    r, w = r_max * t**2, 2 * r_max * t * wt
    potential = (-1 + core_strength * np.exp(-core_decay * r)) / r
    energy, wave, coef, r2, p2 = [], [], [], [], []
    for l in range(3):
        f, df = radial_basis(l, size, r)
        kinetic = 0.5 * (df * w) @ df.T
        kinetic += 0.5 * l * (l + 1) * (f * (w / r**2)) @ f.T
        e, c = np.linalg.eigh(kinetic + (f * (w * potential)) @ f.T)
        p = c.T @ f
        energy.append(e)
        wave.append(p)
        coef.append(c)
        r2.append(np.sum(w * r**2 * p[0]**2))
        p2.append(2 * c[:, 0] @ kinetic @ c[:, 0])
    d01 = (wave[0] * (w * r)) @ wave[1].T
    d12 = (wave[1] * (w * r)) @ wave[2].T
    return dict(E=energy, d01=d01, d12=d12, r2=r2, p2=p2, coef=coef)


def transitions(sol):
    """Signed energies and strengths from lowest s and lowest p level."""
    es, ep, ed = sol["E"]
    ground = (ep - es[0], sol["d01"][0]**2)
    excited = (np.concatenate([es - ep[0], ed - ep[0]]),
               np.concatenate([sol["d01"][:, 0]**2 / 3,
                               2 * sol["d12"][0]**2 / 3]))
    return ground, excited


def c6_sum(level, gap=eps):
    w, s = level
    return alpha * gap * np.sum(s / (w + gap))


def alpha_solvent(w):
    return alpha * eps**2 / (eps**2 - w**2)


def alpha_imag(level, u):
    w, s = level
    return 2 / 3 * np.sum(w * s / (w**2 + u**2))


def c6_integral(level):
    def integrand(x):
        u = np.exp(x)
        return u * alpha_imag(level, u) * alpha * eps**2 / (eps**2 + u**2)
    return 3 / np.pi * quad(integrand, -20, 12, limit=400, epsrel=1e-9)[0]


def octahedron_tensors(distance):
    axes = np.vstack([np.eye(3), -np.eye(3)])
    return [(np.eye(3) - 3 * np.outer(n, n)) / distance**3 for n in axes]


def octahedron_levels(energies, dipoles, distance):
    """Diagonalize solute plus six solvent molecules, dipole coupling."""
    step = np.sqrt(alpha * eps / 2)
    row = step * np.hstack(octahedron_tensors(distance))
    h = np.kron(np.diag(energies), np.eye(19))
    h += np.kron(np.eye(len(energies)), np.diag([0.0] + [eps] * 18))
    for i in range(3):
        coupling = np.zeros((19, 19))
        coupling[0, 1:] = coupling[1:, 0] = row[i]
        h += np.kron(dipoles[i], coupling)
    return np.linalg.eigvalsh(h)


def cartesian_solute(sol):
    """All sublevels of the s, p, d waves with Cartesian dipole matrices."""
    es, ep, ed = sol["E"]
    n = len(es)
    tensors = []
    for i, j in ((0, 1), (0, 2), (1, 2)):
        m = np.zeros((3, 3))
        m[i, j] = m[j, i] = 1 / np.sqrt(2)
        tensors.append(m)
    tensors.append(np.diag([1, -1, 0]) / np.sqrt(2))
    tensors.append(np.diag([-1, -1, 2]) / np.sqrt(6))
    energies = np.concatenate([es] + [ep] * 3 + [ed] * 5)
    dip = np.zeros((3, 9 * n, 9 * n))
    for i in range(3):
        for j in range(3):
            pj = slice((1 + j) * n, (2 + j) * n)
            if i == j:
                dip[i, :n, pj] = sol["d01"] / np.sqrt(3)
            for k, m in enumerate(tensors):
                dk = slice((4 + k) * n, (5 + k) * n)
                dip[i, pj, dk] = np.sqrt(2 / 5) * m[i, j] * sol["d12"]
        dip[i] = dip[i] + dip[i].T
    return energies, dip


# Solute levels, basis convergence and sum rules
sol = solve_solute(24)
ground, excited = transitions(sol)
c6_g, c6_e = c6_sum(ground), c6_sum(excited)
delta_c6 = c6_e - c6_g
larger_g, larger_e = transitions(solve_solute(30))
assert abs(c6_sum(larger_g) / c6_g - 1) < 1e-4
assert abs(c6_sum(larger_e) / c6_e - 1) < 1e-4
w0 = sol["E"][1][0] - sol["E"][0][0]
assert 0 < w0 < eps
assert np.sum(excited[0] < 0) == 1
trk = [2 / 3 * np.sum(w * s) for w, s in (ground, excited)]
assert max(abs(np.array(trk) - 1)) < 1e-4
for level, r2 in zip((ground, excited), sol["r2"]):
    assert abs(np.sum(level[1]) / r2 - 1) < 1e-5

# Frequency integral plus downward term against the sum over states
strength = sol["d01"][0, 0]**2
f_line = 2 / 3 * w0 * strength
downward = 3 * (1 / 3) * f_line * alpha_solvent(w0) / w0
int_g, int_e = c6_integral(ground), c6_integral(excited)
assert abs(int_g / c6_g - 1) < 1e-5
assert abs((int_e + downward) / c6_e - 1) < 1e-5

# Full diagonalization with six solvent molecules, smaller solute basis
distance = 60.0
small = solve_solute(8)
small_g, small_e = transitions(small)
levels = octahedron_levels(*cartesian_solute(small), distance)
move_g = levels[0] - small["E"][0][0]
move_e = levels[1:4] - small["E"][1][0]
scale = 6 / distance**6
assert abs(move_g / (-scale * c6_sum(small_g)) - 1) < 2e-3
assert np.max(abs(move_e / (-scale * c6_sum(small_e)) - 1)) < 2e-3
diag_shift = np.mean(move_e) - move_g
formula_shift = -scale * (c6_sum(small_e) - c6_sum(small_g))
assert abs(diag_shift / formula_shift - 1) < 3e-3

# Nondegenerate two-level solute: only w0/eps of the downward term survives
one_component = strength / 3
dip = np.zeros((3, 2, 2))
dip[2, 0, 1] = dip[2, 1, 0] = np.sqrt(one_component)
lv = octahedron_levels([0.0, w0], dip, distance)
two_level_shift = lv[1] - lv[0] - w0
two_level_ratio = two_level_shift / (-scale * 2 * one_component
                                     * alpha_solvent(w0))
assert abs(two_level_ratio / (w0 / eps) - 1) < 3e-3

# Isolated s-p pair with threefold upper level: the shift can be blue
dip = np.zeros((3, 4, 4))
for i in range(3):
    dip[i, 0, i + 1] = dip[i, i + 1, 0] = np.sqrt(one_component)
lv = octahedron_levels([0.0, w0, w0, w0], dip, distance)
pair_shift = np.mean(lv[1:4]) - lv[0] - w0
own_line = alpha * eps * strength * (1 / (3 * (eps - w0)) - 1 / (eps + w0))
assert abs(pair_shift / (-scale * own_line) - 1) < 3e-3
assert (pair_shift > 0) == (w0 < eps / 2)

# Harmonic solute: classical normal mode against the downward term alone
k = np.diag([w0**2] + [eps**2] * 18)
k[0, 1:] = np.sqrt(alpha) * eps * np.hstack(octahedron_tensors(distance))[2]
k[1:, 0] = k[0, 1:]
mode_shift = np.sqrt(np.linalg.eigvalsh(k)[0]) - w0
f_harmonic = 1 / 3
harmonic_formula = -scale * 3 * f_harmonic * alpha_solvent(w0) / w0
assert abs(mode_shift / harmonic_formula - 1) < 1e-3

# Large solvent gap: size term, state-independent term, then <p^2>/gap^2
big_gap = 100.0
for level, r2, p2 in zip((ground, excited), sol["r2"], sol["p2"]):
    rest = c6_sum(level, big_gap) / alpha - r2 + 1.5 / big_gap
    assert abs(rest * big_gap**2 / p2 - 1) < 0.05
size_estimate = alpha * (sol["r2"][1] - sol["r2"][0])

# Uniform solvent outside the cavity
shell_sum = 4 * np.pi * density / (3 * cavity**3)
numeric = quad(lambda y: 4 * np.pi * density * y**2, 0, 1 / cavity)[0]
assert abs(numeric / shell_sum - 1) < 1e-8
shift = -delta_c6 * shell_sum
assert shift < 0
t, wt = np.polynomial.legendre.leggauss(300)
r_out = cavity + 0.5 * (r_max - cavity) * (t + 1)
p_out = sol["coef"][1][:, 0] @ radial_basis(1, 24, r_out)[0]
outside = np.sum(0.5 * (r_max - cavity) * wt * p_out**2)

# A state-blind correction can still move the gap between relaxed minima
r_g, r_e, stiffness = 15.0, 14.5, 0.01


def blind(r):
    return -c6_g / r**6


def relaxed(center):
    return minimize_scalar(
        lambda r: 0.5 * stiffness * (r - center)**2 + blind(r),
        bounds=(center - 1, center + 1), method="bounded",
        options={"xatol": 1e-9}).fun


relaxed_shift = relaxed(r_e) - relaxed(r_g)
first_order = blind(r_e) - blind(r_g)
assert abs(relaxed_shift / first_order - 1) < 0.02

to_cm = physical_constants["hartree-inverse meter relationship"][0] / 100
print(f"solvent excitation energy: {eps:.3f} hartree")
print(f"solvent static polarizability: {alpha:.1f} bohr^3")
print(f"solvent density: {density:.4f} bohr^-3")
print(f"cavity radius: {cavity:.1f} bohr")
print(f"model core strength: {core_strength:.1f} hartree bohr")
print(f"model core decay: {core_decay:.1f} bohr^-1")
print(f"lowest s energy: {sol['E'][0][0]:.5f} hartree")
print(f"lowest p energy: {sol['E'][1][0]:.5f} hartree")
print(f"line energy w0: {w0:.5f} hartree")
print(f"absorption oscillator strength: {f_line:.4f} (no unit)")
print(f"oscillator sum from g: {trk[0]:.6f} (no unit)")
print(f"oscillator sum from e: {trk[1]:.6f} (no unit)")
print(f"<r^2> in g: {sol['r2'][0]:.3f} bohr^2")
print(f"<r^2> in e: {sol['r2'][1]:.3f} bohr^2")
print(f"<p^2> in g: {sol['p2'][0]:.4f} atomic units")
print(f"<p^2> in e: {sol['p2'][1]:.4f} atomic units")
print(f"static polarizability of g: {alpha_imag(ground, 0):.2f} bohr^3")
print(f"static polarizability of e: {alpha_imag(excited, 0):.2f} bohr^3")
print(f"solvent polarizability at w0: {alpha_solvent(w0):.3f} bohr^3")
print(f"C6 of g: {c6_g:.2f} hartree bohr^6")
print(f"C6 of e: {c6_e:.2f} hartree bohr^6")
print(f"C6 difference e-g: {delta_c6:.2f} hartree bohr^6")
print(f"frequency integral for g: {int_g:.2f} hartree bohr^6")
print(f"frequency integral for e: {int_e:.2f} hartree bohr^6")
print(f"integral difference e-g: {int_e - int_g:.2f} hartree bohr^6")
print(f"oscillator-strength term: {downward:.2f} hartree bohr^6")
print(f"net g-e channel in difference: {own_line:.2f} hartree bohr^6")
print(f"all other channels: {delta_c6 - own_line:.2f} hartree bohr^6")
print(f"size estimate of difference: {size_estimate:.2f} hartree bohr^6")
print(f"sum of R^-6 over solvent: {shell_sum:.4e} bohr^-6")
print(f"line shift: {shift:.4e} hartree")
print(f"line shift converted: {shift * to_cm:.1f} cm^-1")
print(f"e electron beyond cavity radius: {100 * outside:.3f} percent")
print(f"octahedron test distance: {distance:.1f} bohr")
print(f"octahedron shift, diagonalized: {diag_shift:.5e} hartree")
print(f"octahedron shift, formula: {formula_shift:.5e} hartree")
print(f"two-level shift / f-term shift: {two_level_ratio:.5f} (no unit)")
print(f"w0/eps: {w0 / eps:.5f} (no unit)")
print(f"isolated s-p pair shift: {pair_shift:.5e} hartree")
print(f"harmonic solute, normal mode: {mode_shift:.5e} hartree")
print(f"harmonic solute, f-term: {harmonic_formula:.5e} hartree")
print(f"relaxed-model minimum, g: {r_g:.1f} bohr")
print(f"relaxed-model minimum, e: {r_e:.1f} bohr")
print(f"relaxed-model stiffness: {stiffness:.3f} hartree/bohr^2")
print(f"state-blind relaxed gap change: {relaxed_shift:.4e} hartree")
print(f"its first-order estimate: {first_order:.4e} hartree")
print("all good")
```

Running it gives:

```
solvent excitation energy: 0.500 hartree
solvent static polarizability: 60.0 bohr^3
solvent density: 0.0010 bohr^-3
cavity radius: 15.0 bohr
model core strength: 2.0 hartree bohr
model core decay: 1.0 bohr^-1
lowest s energy: -0.18992 hartree
lowest p energy: -0.10635 hartree
line energy w0: 0.08357 hartree
absorption oscillator strength: 0.9434 (no unit)
oscillator sum from g: 1.000000 (no unit)
oscillator sum from e: 1.000000 (no unit)
<r^2> in g: 17.464 bohr^2
<r^2> in e: 43.983 bohr^2
<p^2> in g: 0.1359 atomic units
<p^2> in e: 0.1551 atomic units
static polarizability of g: 137.40 bohr^3
static polarizability of e: 499.59 bohr^3
solvent polarizability at w0: 61.724 bohr^3
C6 of g: 894.74 hartree bohr^6
C6 of e: 2494.65 hartree bohr^6
C6 difference e-g: 1599.91 hartree bohr^6
frequency integral for g: 894.74 hartree bohr^6
frequency integral for e: 1797.86 hartree bohr^6
integral difference e-g: 903.12 hartree bohr^6
oscillator-strength term: 696.79 hartree bohr^6
net g-e channel in difference: -463.86 hartree bohr^6
all other channels: 2063.77 hartree bohr^6
size estimate of difference: 1591.16 hartree bohr^6
sum of R^-6 over solvent: 1.2411e-06 bohr^-6
line shift: -1.9857e-03 hartree
line shift converted: -435.8 cm^-1
e electron beyond cavity radius: 0.380 percent
octahedron test distance: 60.0 bohr
octahedron shift, diagonalized: -2.05719e-07 hartree
octahedron shift, formula: -2.05718e-07 hartree
two-level shift / f-term shift: 0.16714 (no unit)
w0/eps: 0.16714 (no unit)
isolated s-p pair shift: 5.96530e-08 hartree
harmonic solute, normal mode: -9.49825e-08 hartree
harmonic solute, f-term: -9.49825e-08 hartree
relaxed-model minimum, g: 15.0 bohr
relaxed-model minimum, e: 14.5 bohr
relaxed-model stiffness: 0.010 hartree/bohr^2
state-blind relaxed gap change: -1.7749e-05 hartree
its first-order estimate: -1.7719e-05 hartree
all good
```
